# Comment on reading a donor energy from a freeze-out slope

**The argument under review**

A phosphorus-doped silicon layer, grown by chemical vapour deposition, is cooled until its electrons return to the donors. The free-electron density $n$ is plotted as $\ln n$ against $1/kT$ between 34 and 40 K. The points lie close to a straight line of slope $-25$ meV. The argument then runs:

> Freeing an electron from a donor costs the ionisation energy $E$. The number of free electrons is therefore proportional to $e^{-E/kT}$, and the slope gives $E=25$ meV. Phosphorus in silicon is bound by about 45 meV, so the layer must contain some other, shallower donor.

The data are not in dispute. They are those of a model layer, whose parameters are given below. The question is whether the second sentence follows from the first.

**What the Boltzmann factor governs**

The energy cost is stated correctly. What is missing is the other half of the equilibrium: a free electron can be captured only by an empty donor, and the number of empty donors may itself depend on temperature. This has to be counted.

Let a volume $V$ contain $D$ donors and $A<D$ acceptors. The acceptors lie far below the donors in energy, so each has taken one electron and keeps it. There remain $D-A$ electrons, shared between donors and conduction band. If $M$ of them are free, then $D-A-M$ donors are occupied and
$$D-(D-A-M)=A+M$$
donors are empty. Energies are measured from the band edge. An occupied donor has energy $-E$ and two spin states; double occupation is excluded for now.

When the electrons in the band are dilute, $M$ of them contribute $z^M/M!$ to the partition function, where $z=N_cV$ is the partition function of one band electron. Silicon has six equivalent valleys with longitudinal mass $m_l$ and transverse mass $m_t$. Their density of states per volume, spin included, is
$$g(\varepsilon)=\frac{6\sqrt2\,\sqrt{m_lm_t^2}}{\pi^2\hbar^3}\sqrt{\varepsilon}.$$
With $\int_0^\infty\sqrt\varepsilon\,e^{-\varepsilon/kT}d\varepsilon=\tfrac{\sqrt\pi}{2}(kT)^{3/2}$ this gives
$$N_c=\int_0^\infty g(\varepsilon)e^{-\varepsilon/kT}d\varepsilon=\frac{6\sqrt{m_lm_t^2}\,(kT)^{3/2}}{\sqrt2\,\pi^{3/2}\hbar^3}.$$
The anisotropy of the mass is thus fully contained in $N_c$, and $N_c\propto T^{3/2}$.

The statistical weight of having $M$ free electrons is
$$W(M)=\frac{z^M}{M!}\binom{D}{A+M}\left(2e^{E/kT}\right)^{D-A-M}.$$
The binomial coefficient counts the choices of empty donors. Freeing one more electron changes the weight by the factor
$$\frac{W(M+1)}{W(M)}=\frac{z}{M+1}\;\frac{D-A-M}{A+M+1}\;\frac{e^{-E/kT}}{2}.$$
The most probable $M$ is where this ratio passes through one. For large numbers the added ones can be dropped. Dividing by $V^2$, with $n=M/V$, $N_D=D/V$ and $N_A=A/V$, we obtain
$$\frac{n(n+N_A)}{N_D-N_A-n}=K,\qquad K=\frac{N_c}{2}\,e^{-E/kT}. \tag{1}$$

The Boltzmann factor with the full energy $E$ is there, but it governs the product of free electrons and empty donors, divided by the occupied donors. It does not govern $n$ alone.

The replacement of the mean by the most probable value can be checked by summing $W(M)$ explicitly. For 20000 donors and $KV=50$, the mean number of free electrons is 975.07 without acceptors and 188.70 with 4000 acceptors. Equation (1) gives 975.31 and 188.74.

**Two limits with different slopes**

Suppose first that there are no acceptors. Every empty donor was then emptied by an electron that is now in the band, and (1) becomes $n^2=K(N_D-n)$. At low temperature $n\ll N_D$, so that
$$n\simeq\sqrt{KN_D}=\sqrt{\frac{N_DN_c}{2}}\;e^{-E/2kT}. \tag{2}$$
The exponent contains half the ionisation energy. This does not mean that an electron is freed at half price. Two equal densities, electrons and empty donors, share one Boltzmann factor, and each receives its square root. The prefactor varies as $T^{3/4}$.

Now let acceptors be present, and let the layer be so cold that $n\ll N_A$ and $n\ll N_D-N_A$. Nearly all empty donors are those whose electrons sit on acceptors. Their number no longer changes with temperature, and (1) reduces to
$$n\simeq\frac{N_D-N_A}{N_A}\,\frac{N_c}{2}\,e^{-E/kT}. \tag{3}$$
Here the argument under review is right: the exponent contains the full energy. The prefactor varies as $T^{3/2}$.

What decides between (2) and (3) is the size of $n$ relative to $N_A$, not the mere presence of acceptors. A layer with $N_A\ll N_D$ can satisfy $N_A\ll n\ll N_D$ over some range of temperature and follow (2) there. On further cooling $n$ falls below $N_A$, and the layer goes over to (3). Within this model, strictly zero compensation is needed for the half slope to persist down to the lowest temperatures.

**The slope between the limits**

Write $\beta=1/kT$ and take the logarithm of (1):
$$\ln n+\ln(n+N_A)-\ln(N_D-N_A-n)=\ln K.$$
Differentiating with respect to $\beta$ gives
$$\frac{dn}{d\beta}\left[\frac1n+\frac1{n+N_A}+\frac1{N_D-N_A-n}\right]=\frac{d\ln K}{d\beta}.$$
The last term in the bracket is positive because the minus sign in front of the logarithm meets the minus sign in front of $n$. Since $K\propto\beta^{-3/2}e^{-\beta E}$, the right side is $-(E+\tfrac32kT)$. With $dn/d\beta=n\,d\ln n/d\beta$, the apparent energy is
$$E_{\rm app}\equiv-\frac{d\ln n}{d\beta}=s\left(E+\tfrac32kT\right),\qquad \frac1s=1+\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}. \tag{4}$$
For $n\ll N_A$ and $n\ll N_D-N_A$ both fractions vanish and $s=1$. For $N_A\ll n\ll N_D$ the first fraction is one, the second is small, and $s=\tfrac12$. When the donors are nearly exhausted, the second fraction grows without limit and $s\to0$: the density saturates at $N_D-N_A$.

The term $\tfrac32kT$ comes from the band prefactor. If $n$ is divided by $T^p$ before plotting, the apparent energy falls by $p\,kT$, because $\ln T^{-p}=p\ln\beta+\text{const}$. The right power is $p=\tfrac34$ in regime (2) and $p=\tfrac32$ in regime (3), so choosing it already requires a decision about the regime.

**The layer in question**

Take $E=45$ meV, $N_D=10^{15}$ cm$^{-3}$, and masses of 0.92 and 0.19 electron masses. Three layers differ in $N_A$ alone: none, $10^{12}$ cm$^{-3}$ (weak), and $3\times10^{14}$ cm$^{-3}$ (strong). The disputed layer is the weak one.

Equation (1) is the quadratic $n^2+(N_A+K)n-K(N_D-N_A)=0$. Its positive root is a difference of nearly equal numbers when $(N_A+K)^2\gg4K(N_D-N_A)$. Multiplying and dividing by the corresponding sum removes the cancellation:
$$n=\frac{2K(N_D-N_A)}{N_A+K+\sqrt{(N_A+K)^2+4K(N_D-N_A)}}.$$
At 40 K, $kT=3.447$ meV and $N_c=1.336\times10^{18}$ cm$^{-3}$, so
$$K=6.68\times10^{17}\,e^{-13.055}\ \text{cm}^{-3}=1.43\times10^{12}\ \text{cm}^{-3}.$$
Without acceptors the root is $n=3.71\times10^{13}$ cm$^{-3}$; the limit (2) gives $\sqrt{KN_D}=3.78\times10^{13}$ cm$^{-3}$, 2% higher. In the strong layer $n=3.28\times10^{12}$ cm$^{-3}$, while (3) gives $K\times7/3=3.33\times10^{12}$ cm$^{-3}$. At the same temperature and donor density, the acceptors have lowered $n$ by a factor of eleven.

Straight-line fits in two temperature windows, with the appropriate power of $T$ removed, give these energies in meV:

| Layer | 34–40 K | 16–20 K |
|---|---|---|
| none | 22.2 | 22.5 |
| weak | 22.9 | 45.0 |
| strong | 44.7 | 45.0 |

The donor is the same in every entry. The weak layer yields half its energy in the warmer window and all of it in the colder one. With no power of $T$ removed, its warm slope is 25.3 meV, which is the number on which the argument rests.

Equation (4) shows how this comes about. At 34 K the weak layer has $n=1.003\times10^{13}$ cm$^{-3}$, and
$$\frac1s=1+\frac{10.03}{11.03}+\frac{10.03}{989}=1+0.909+0.010=1.92,$$
so $s=0.52$. At 20 K, $n$ has dropped to $1.08\times10^9$ cm$^{-3}$, a thousandth of $N_A$, and $s=0.999$.

**Doubling the slope is not the cure**

It would be tempting to reply that the slope should simply be multiplied by two. That would turn the strong layer's 45 meV into 90 meV. Nor does a local slope of one half prove that compensation is weak. Setting $s=\tfrac12$ in (4) requires
$$\frac{n}{n+N_A}+\frac{n}{N_D-N_A-n}=1.$$
Multiply by both denominators. On the left, $n(N_D-N_A-n)+n(n+N_A)=nN_D$. On the right,
$$(n+N_A)(N_D-N_A-n)=nN_D-2nN_A-n^2+N_AN_D-N_A^2.$$
The terms $nN_D$ cancel, and what remains is $(n+N_A)^2=N_AN_D$, or
$$n=\sqrt{N_AN_D}-N_A. \tag{5}$$
This is positive for every $0<N_A<N_D$. Any compensated layer therefore passes through $s=\tfrac12$ on its way from the full slope to saturation. It does so once, since both fractions in (4) increase with $n$.

The weak layer reaches this point at 39.0 K, with $n=3.06\times10^{13}$ cm$^{-3}$; the strong one reaches it at 62.4 K, with $n=2.48\times10^{14}$ cm$^{-3}$. The difference lies in how long they stay near it. The factor $s$ remains between 0.45 and 0.55 from 31.1 to 51.9 K in the weak layer, but only from 60.1 to 64.7 K in the strong one. A true half-slope regime is a plateau, and it needs room between $N_A$ and $N_D$.

**A plot that does return the donor energy**

Equation (1) itself indicates what to plot. Since $K/T^{3/2}$ is a constant times $e^{-E/kT}$,
$$\ln\frac{n(n+N_A)}{(N_D-N_A-n)\,T^{3/2}}=\text{const}-\frac{E}{kT}$$
in every regime of the model. Applied between 34 and 40 K to densities obtained from Fermi–Dirac integration over the band and charge neutrality, it gives 45.00 meV for all three layers.

The method needs $N_D$ and $N_A$, and an error in $N_A$ matters. Suppose $N_A=0$ is assumed wrongly. The plotted quantity is then $n^2/[(N_D-n)T^{3/2}]$, with apparent energy
$$E_{\rm app}\left[2+\frac{n}{N_D-n}\right]-\tfrac32kT.$$
For the weak layer this is about 47 meV at 34 K and 46 meV at 40 K, a tolerable error. For the strong layer, whose fitted $E_{\rm app}$ is 49.5 meV, it is about $99-5=94$ meV, which is useless. If the concentrations are unknown, the full equation (1) should be fitted over a wide range of temperature. The saturated density gives $N_D-N_A$. In regime (3) the absolute size of $n$ gives $(N_D-N_A)/N_A$ if $N_c$ and $E$ are known. The energy must be accurate: at 20 K an error of 1 meV in $E$ changes this ratio by a factor of about 1.8.

**How this stands beside real silicon**

The binding energy and masses are rough values for phosphorus in silicon. A donor density of $10^{15}$ cm$^{-3}$ is ordinary for a lightly doped epitaxial layer. Zero compensation is an idealisation, $10^{12}$ cm$^{-3}$ of acceptors means a very pure layer, and $3\times10^{14}$ cm$^{-3}$ is far more than one would want in such a layer. The fits between 16 and 20 K illustrate the model and are not a practical measurement: at 16 K a strongly compensated layer 10 µm thick would hold only about three free electrons per square centimetre. Two corrections to the fitted energies are of the order of 1 meV or more. The first comes from assuming a single donor level. In silicon the donor ground state is accompanied by five further orbital states roughly $\Delta=12$ meV higher. The factor 2 for an occupied donor becomes $2(1+5e^{-\Delta/kT})$, and the energy in $K$ is reduced by the mean excitation energy of an occupied donor,
$$\langle\Delta\rangle=\frac{5\Delta e^{-\Delta/kT}}{1+5e^{-\Delta/kT}}\approx1.2\ \text{meV at 37 K}.$$
Equation (4) passes on the fraction $s$ of this. The warm fits accordingly fall from 44.7 to 43.5 meV in the strong layer and from 22.9 to 22.3 meV in the weak one. The plot based on (1) is shifted by the full amount and gives 43.8 meV instead of 45.0 meV in both.

The second comes from the surrounding charges. The Coulomb energy at the mean distance between charged acceptors, $e^2N_A^{1/3}/4\pi\epsilon_0\epsilon_r$, is 0.8 meV in the strong layer, but this only sets the scale. In a Debye–Hückel estimate the screening density is $n+(n+N_A)[1-(n+N_A)/N_D]$, about $2.1\times10^{14}$ cm$^{-3}$ in the strong layer. The screening length at 37 K is then about 100 nm, and $E$ is lowered by about 1.25 meV. This lowering varies as $T^{-1/2}$, so the slope falls by $\tfrac32$ of it, and the warm fit goes from 44.7 to about 42.9 meV. That is a larger shift than the one from the excited states. The estimate is rough: a classical treatment of randomly placed charges gives a shift of about 2 to 2.5 meV. In the weak layer the lowering is about 0.6 meV and grows with temperature, and the same estimate raises the warm fit from 22.9 to about 23.5 meV. The remaining corrections are smaller for these numbers. A measuring field of 1 V/cm lowers the barrier by about 0.2 meV. Donors holding a second electron, bound by roughly 2 meV, amount to 0.6% of $n$ at 16 K in the uncompensated layer. Hopping between donors is suppressed by an overlap factor of order $10^{-27}$, for a spacing radius of 62 nm and an orbit of roughly 2 nm. This factor rises steeply as donors come closer, so the model of isolated donors must not be carried over to heavy doping.

A different error enters if conductivity is plotted in place of $n$. If the mobility varies as $T^{-q}$, the apparent energy falls by a further $q\,kT$. With $q=\tfrac32$ this is 4.8 meV at 37 K, more than any of the other energy shifts sized in this section.

At 300 K, 99.96% of the donors in the uncompensated layer are ionised in the single-level model, and about 99.8% with the excited states included, so the question does not arise. It returns at room temperature for deeper dopants. The ratio $E/kT=13$ found here at 40 K corresponds at 300 K to about 0.34 eV, close to the rough 0.37 eV of boron in diamond. For acceptors the analysis holds with the roles of donors and acceptors exchanged and with the appropriate degeneracy factor in place of 2.

**Can the shallow-donor reading be excluded?**

The warm slope alone does not exclude it. A shallower donor in regime (3) could produce the same line, and it is fair to ask what that would require. At 37 K the density is about 2% of its saturated value, so $1/s\approx1.02$, and (4) gives
$$E'\approx1.02\times25.3-4.8\approx21\ \text{meV}.$$
At 40 K the corresponding $K'$ is $6.68\times10^{17}\,e^{-21/3.447}\approx1.5\times10^{15}$ cm$^{-3}$. To reproduce the layer's $n=3.66\times10^{13}$ cm$^{-3}$ and its saturated density of $10^{15}$ cm$^{-3}$, equation (1) then demands
$$N_A\approx\frac{K'(N_D-N_A-n)}{n}\approx4\times10^{16}\ \text{cm}^{-3},$$
with slightly more donors than that. This is forty times the intended doping, and it applies if the new donor replaces the phosphorus. If phosphorus is present as well, its deeper levels are filled first, and the demand is smaller: with $9\times10^{14}$ cm$^{-3}$ of phosphorus, about $4\times10^{15}$ cm$^{-3}$ of acceptors suffice. In both cases the supposed new donor would have to be almost completely compensated. At $4\times10^{16}$ cm$^{-3}$ of acceptors the Coulomb scale given above is about 4 meV, more than $kT$. The figures for the rival donor, here and below, therefore hold only within the model of isolated donors.

For this layer, a modest extension of the measurement separates the two readings. Between 28 and 24 K the density of the weakly compensated phosphorus layer falls from $1.33\times10^{12}$ to $1.00\times10^{11}$ cm$^{-3}$, a factor of 13. For the rival donor, (3) predicts
$$\left(\frac{28}{24}\right)^{3/2}\exp\left[21\left(\frac1{2.07}-\frac1{2.41}\right)\right]\approx5,$$
with energies in meV. The test works in one direction only. A factor near 13 speaks against the rival donor, but a factor near 5 would not establish it: phosphorus without acceptors, still in regime (2), gives 5.3 as well. The author should supply these colder points, together with an independent estimate of the acceptor density, before a new donor is claimed. The numerical output below lists the model densities at 24 and 28 K.

## Computed results

```
donor energy E = 45.0 meV, ND = 1.0e+15 cm^-3
masses 0.92, 0.19 m_e; valleys 6; permittivity 11.7
layer none: NA = 0.0e+00 cm^-3
layer weak: NA = 1.0e+12 cm^-3
layer strong: NA = 3.0e+14 cm^-3
kT at 40 K = 3.447 meV
Nc at 40 K = 1.336e+18 cm^-3
K at 40 K = 1.429e+12 cm^-3
T (K); n (cm^-3) for none, weak, strong; s for weak
  16  1.063e+09  1.130e+06  2.639e+03  1.000
  20  3.287e+10  1.078e+09  2.522e+06  0.999
  24  3.320e+11  1.001e+11  2.573e+08  0.917
  28  1.762e+12  1.331e+12  7.256e+09  0.636
  34  1.052e+13  1.003e+13  2.606e+11  0.521
  40  3.709e+13  3.659e+13  3.283e+12  0.497
  60  3.608e+14  3.602e+14  2.021e+14  0.390
 100  9.382e+14  9.373e+14  6.560e+14  0.058
fitted energies (meV); warm = 34-40 K, cold = 16-20 K
powers of T removed, warm: none 3/4, weak 3/4, strong 3/2
powers of T removed, cold: none 3/4, weak 3/2, strong 3/2
none: warm, no power removed 24.62; warm 22.24; cold 22.50
none: linearised plot, warm 45.00; warm with excited states 21.64
weak: warm, no power removed 25.27; warm 22.88; cold 44.99
weak: linearised plot, warm 45.00; warm with excited states 22.31
strong: warm, no power removed 49.50; warm 44.74; cold 45.00
strong: linearised plot, warm 45.00; warm with excited states 43.54
weak: s = 1/2 at 39.04 K, n = 3.062e+13 cm^-3
weak: 0.45 < s < 0.55 from 31.1 to 51.9 K
strong: s = 1/2 at 62.36 K, n = 2.477e+14 cm^-3
strong: 0.45 < s < 0.55 from 60.1 to 64.7 K
counting test: 20000 donors, K = 50.0 (pure number)
acceptors 0: mean free electrons 975.07, mass-action law 975.31
acceptors 4000: mean free electrons 188.70, mass-action law 188.74
excited donor states: 5 orbitals at 12 meV (rough)
Coulomb lowering of E, strong layer: 0.82 meV
field lowering of E at 1 V/cm: 0.22 meV
n/Nc at 40 K, layer none: 2.8e-05
doubly filled donors / n at 16 K (2 meV, rough): 6.3e-03
log10 neutral acceptor fraction, strong, 40 K: -136
donor spacing radius 62.0 nm, orbit 2.0 nm (rough)
log10 of hopping overlap factor exp(-2r/a): -27
n/ND at 300 K, layer none: 0.9996
```
